\section*{From a Foster thermal network to a grounded Cauer ladder}

\section{A resistance that heats the line too soon}

A copper line on oxide is heated by a step of power, and its temperature rise is fitted by a sum of exponentials. A poor bond of resistance $10$ K/W is then placed under the oxide. If the bond is added in series to the fitted network, the predicted rise per watt after $100$ ns goes from $7.2$ to $17.2$ K/W. In the full heat-flow model of the same stack it stays at $7.2$ K/W, because hardly any heat has reached the bond. The fit was good; the circuit drawn from it was not a path for heat.

Let temperatures be rises above a sink at fixed temperature, zero before heating. The system is linear, and power $P$ enters at one node. With Laplace variable $s$, the fitted impedance $Z=T/P$ of that node is
\begin{equation}
Z(s)=\sum_{i=1}^{n}\frac{R_i}{1+s\tau_i},\qquad C_i=\frac{\tau_i}{R_i},
\label{foster}
\end{equation}
with $R_i>0$ and distinct $\tau_i>0$; terms with equal $\tau_i$ are first merged by adding their $R_i$. As a circuit this is a Foster network: a chain of branches, each a resistor $R_i$ in parallel with a capacitor $C_i$.

In a series chain every branch carries the full power, so $C_i\dot T_i+T_i/R_i=P$, where $T_i$ is the difference across branch $i$. For a step of power,
\begin{equation}
T_i=PR_i(1-e^{-t/\tau_i}),\qquad
\sum_i C_iT_i=P\sum_i\tau_i(1-e^{-t/\tau_i}).
\label{fosterstore}
\end{equation}
Two things are wrong. The power leaving the last branch equals $P$ from the first instant, so the sink receives heat without delay. And for $t$ far below every $\tau_i$ the sum tends to $nPt$, which is $n$ times the heat supplied. The cause is that a capacitor between two nodes passes heat on as it charges, whereas a piece of matter stores heat according to its own temperature. A heat capacity must therefore be connected to thermal ground.

\section{Why moving the capacitors is not enough}

The simplest repair keeps all values and reconnects each $C_i$ to ground. Take $R=(6,2)$ K/W and $\tau=(12,2)$ ns, so $C=(2,1)$ nJ/K; note that $1\ \mathrm{K/W}\times1\ \mathrm{nJ/K}=1$ ns. At large $s$ the Foster sum gives $sZ\to1/2+1/1=3/2$ K/nJ, the initial heating rate per watt. In the reconnected circuit the first capacitor alone takes up the initial heat, and the rate is $1/2$. The values must change along with the connections.

To find them, write the balance of a ladder with nodes $j=1,\dots,n$, capacitors $c_j$ to ground and resistors $r_j$ from node $j$ to node $j+1$, where $T_{n+1}=0$ is the sink. Let $q_j$ be the heat flow through $r_j$, and $q_0=P$. Then
\begin{equation}
q_{j-1}=sc_jT_j+q_j,\qquad T_j=r_jq_j+T_{j+1}.
\label{balance}
\end{equation}
Define $Z_j=T_j/q_{j-1}$, the impedance seen on entering node $j$. The second relation becomes $T_j=(r_j+Z_{j+1})q_j$. Inserting $q_j$ from it into the first and dividing by $T_j$ gives
\begin{equation}
\frac1{Z_j}=sc_j+\frac1{r_j+Z_{j+1}},\qquad Z_{n+1}=0.
\label{cf}
\end{equation}
Repeated substitution is a continued fraction for $Z=Z_1$. This circuit is the Cauer ladder. Summing the time-domain balances over all nodes cancels the internal flows and leaves
\begin{equation}
\frac{d}{dt}\sum_jc_jT_j=P-\frac{T_n}{r_n},
\end{equation}
so its capacitors do account for the heat supplied.

\section{Reading off the elements}

As $s\to\infty$, each $Z_{j+1}$ in (\ref{cf}) vanishes as $1/(sc_{j+1})$. Hence
\begin{equation}
c_j=\lim_{s\to\infty}\frac1{sZ_j},\qquad
r_j=\lim_{s\to\infty}\Bigl(\frac1{Z_j}-sc_j\Bigr)^{-1}.
\label{limits}
\end{equation}
The given $Z$ fixes $c_1$, then $r_1$, then $Z_2$, and so on. There is thus at most one ladder of this form.

For computation, put the sum (\ref{foster}) over a common denominator, $Z=N/D$, with
\begin{equation}
D=\prod_i(1+s\tau_i),\qquad N=\sum_iR_i\prod_{l\ne i}(1+s\tau_l).
\end{equation}
At a stage with $m$ terms left, $D$ has degree $m$ and $N$ degree $m-1$. Subscripts denote coefficients of powers of $s$. The limits (\ref{limits}) become
\begin{align}
c&=D_m/N_{m-1}, & D'&=D-scN,\label{stepc}\\
r&=N_{m-1}/D'_{m-1}, & N'&=N-rD'.\label{stepr}
\end{align}
The first subtraction follows from $1/Z-sc=(D-scN)/N$ and removes the power $s^m$. The second follows from $N/D'-r=(N-rD')/D'$ and removes $s^{m-1}$. The next stage starts from $N'/D'$. At $m=1$, $D'$ is a constant, $r=N_0/D'_0$, $N'=0$, and the expansion ends at the sink.

For the two-term case,
\begin{equation}
N=6(1+2s)+2(1+12s)=8+36s,\qquad D=1+14s+24s^2.
\end{equation}
The first stage gives
\begin{align}
c_1&=\tfrac{24}{36}=\tfrac23, & D'&=1+\bigl(14-\tfrac{16}3\bigr)s=1+\tfrac{26}3s,\\
r_1&=\frac{36}{26/3}=\tfrac{54}{13}, & N'&=8-\tfrac{54}{13}=\tfrac{50}{13}.
\end{align}
The second gives $c_2=(26/3)/(50/13)=169/75$ and $r_2=50/13$. Now $1/c_1=3/2$, the correct initial rate.

\section{Why no element comes out negative}

The subtractions could conceivably produce a zero or negative element. To exclude this, set $p_i=1/\tau_i$ and $k_i=1/C_i$, so that
\begin{equation}
Z=\sum_{i=1}^m\frac{k_i}{s+p_i},\qquad k_i>0,\quad 0<p_1<\dots<p_m .
\label{partial}
\end{equation}
For $m=1$, $1/Z=sC_1+1/R_1$ and both elements are positive. For $m>1$, the derivative on the real axis is $Z'=-\sum k_i/(s+p_i)^2<0$. Between neighbouring poles $Z$ falls from $+\infty$ to $-\infty$, crossing zero once, at $-z_i$ with $p_i<z_i<p_{i+1}$. These $m-1$ zeros are all the zeros of $N$.

Therefore $1/Z$ has simple poles at $-z_i$ with residues $1/Z'(-z_i)=-b_i$, $b_i>0$, and
\begin{equation}
\frac1Z=sc+W(s),\qquad W=g-\sum_{i=1}^{m-1}\frac{b_i}{s+z_i},
\qquad c=\frac1{\sum k_i}>0 .
\end{equation}
At $s=0$, $W(0)=1/Z(0)=1/\sum R_i>0$. Hence $g=W(0)+\sum b_i/z_i>0$, and $r=1/g$ is positive.

It remains to show that the rest is again a Foster sum. Since $W'=\sum b_i/(s+z_i)^2>0$, $W$ rises from $-\infty$ to $+\infty$ between neighbouring poles, which gives $m-2$ zeros. Between $-z_1$ and $0$ it rises from $-\infty$ to the positive $W(0)$, which gives one more. The numerator $D'$ of $W=D'/N$ has degree $m-1$, so these are all its zeros; call them $-p'_i$, with $p'_i>0$. Then
\begin{equation}
\frac1W=r+\sum_{i=1}^{m-1}\frac{k'_i}{s+p'_i},\qquad
k'_i=\frac1{W'(-p'_i)}>0 .
\end{equation}
The sum is (\ref{partial}) with one term fewer, and induction completes the proof.

The condition $R_i>0$ is also necessary. In matrix form the ladder obeys $(s\,\mathsf c+\mathsf G)\mathbf T=P\mathbf e_1$, where $\mathsf c$ is the diagonal matrix of positive $c_j$, $\mathbf e_1$ selects node 1, and $\mathbf T^{\mathsf T}\mathsf G\mathbf T=\sum_j(T_j-T_{j+1})^2/r_j>0$ for $\mathbf T\neq0$. Let $\lambda_i>0$ and $\mathbf v_i$ be the eigenvalues and orthonormal eigenvectors of $\mathsf c^{-1/2}\mathsf G\mathsf c^{-1/2}$. Then
\begin{equation}
\frac{T_j}{P}=\frac1{\sqrt{c_jc_1}}\sum_i\frac{v_{ji}v_{1i}}{s+\lambda_i}.
\label{modes}
\end{equation}
At the heated node, $j=1$, the amplitudes are squares and cannot be negative. At any other node the products $v_{ji}v_{1i}$ sum to zero over $i$, since the eigenvectors form an orthogonal matrix. They do not all vanish, because no $v_{1i}$ is zero: in the tridiagonal eigenvalue equations, $v_{1i}=0$ would force every further component of $\mathbf v_i$ to zero. Some amplitude is therefore negative, and the exact response of a sensor away from the heater never converts to a ladder with positive elements.

For example, $R=(5,-1)$ K/W with $\tau=(10,4)$ ns has a step response that rises at all times, since its slope $0.5e^{-t/10}-0.25e^{-t/4}$ is positive. Yet the expansion yields $c=(4,-2/9)$ nJ/K and $r=(-5,9)$ K/W. A smooth rising curve does not guarantee a ladder.

\section{Three checks on a conversion}

Setting $s=0$, and comparing $sZ$ at large $s$, gives
\begin{equation}
\sum_jr_j=\sum_iR_i,\qquad \frac1{c_1}=\sum_i\frac1{C_i}.
\end{equation}
A third relation comes from the term linear in $s$. Let $S_j=r_j+\dots+r_n$ be the resistance from node $j$ to the sink, and write $Z_j=S_j-sM_j+O(s^2)$. Equation (\ref{cf}) gives
\begin{equation}
\frac1{Z_j}=sc_j+\frac1{S_j-sM_{j+1}}
=\frac1{S_j}+s\Bigl(c_j+\frac{M_{j+1}}{S_j^2}\Bigr)+O(s^2).
\end{equation}
Inverting, $M_j=c_jS_j^2+M_{j+1}$. The linear term of (\ref{foster}) is $-s\sum R_i\tau_i$, so
\begin{equation}
\sum_jc_jS_j^2=\sum_iR_i\tau_i .
\label{moment}
\end{equation}
In the two-term case the left side is $\frac23\cdot8^2+\frac{169}{75}(\frac{50}{13})^2=\frac{128}3+\frac{100}3=76$, and the right side is $6\cdot12+2\cdot2=76$ K\,ns/W. By (\ref{fosterstore}) this quantity is also the area between the step response per watt and its final value. It weights a capacity by $S_j^2$, so matter close to the sink has little influence on it.

\section{A copper line on oxide}

Consider a bare copper line $300$ nm thick, $10\ \mu$m wide and $1$ mm long, on $1000$ nm of silicon oxide above an ideal sink. Rough typical values are used: volumetric heat capacities $3.45$ (Cu) and $1.65$ (oxide) MJ/(m$^3$K), oxide conductivity $1.4$ W/(m\,K), and Cu/oxide interface resistance $10^{-8}$ m$^2$K/W. With area $10^{-8}$ m$^2$, the copper holds $10.35$ nJ/K and the oxide $16.50$ nJ/K. The oxide resistance is $10^{-6}/(1.4\times10^{-8})=71.43$ K/W, and the interface adds $1.00$ K/W.

The reference is one-dimensional heat flow with the copper as one node and the oxide cut into 200 slices, solved through (\ref{modes}). Four Foster terms were fitted to its step response by least squares in the relative deviation, at 120 logarithmically spaced times from $2$ to $10^4$ ns. The largest relative deviation is $0.03\,\%$. The fit and its ladder are
\begin{center}
\begin{tabular}{ccccc}
$i$ or $j$ & $R_i$ (K/W) & $\tau_i$ (ns) & $c_j$ (nJ/K) & $r_j$ (K/W)\\
1 & 70.372 & 1167.6 & 10.458 & 3.599\\
2 & 1.8556 & 91.263 & 1.268 & 8.433\\
3 & 0.18375 & 18.327 & 2.924 & 18.63\\
4 & 0.014499 & 2.9038 & 6.196 & 41.77
\end{tabular}
\end{center}
A row does not pair a Foster term with a ladder stage; each ladder element depends on the whole sum. The last digits belong to the 200-slice reference: with a continuous oxide the entries shift by up to $0.1\,\%$, for example $\tau_4$ to $2.905$ ns and $r_1$ to $3.602$ K/W.

The first stage shows the arithmetic. The leading coefficients are $D_4=5.6705\times10^6$ and $N_3=5.4224\times10^5$, so $c_1=10.458$ nJ/K. Next, $D'_3=D_3-c_1N_2=2.3292\times10^6-10.458\times2.0832\times10^5\approx1.506\times10^5$, and $r_1=N_3/D'_3\approx3.60$ K/W. The difference is some fifteen times smaller than the numbers subtracted, so more than one digit is lost.

For closely spaced time constants the loss grows with the number of terms. With equal $R_i$ and successive $\tau_i$ in the ratio $1.2$, double precision gives a worst relative element error of $4.5\times10^{-14}$ for 4 terms and $1.9\times10^{-9}$ for 12, measured against the same recursion in rational arithmetic. These figures change by a factor of a few with the order of operations. The loss belongs to the polynomial recursion, not to the conversion itself: reducing the diagonal matrix of the $p_i$ to tridiagonal form by the Lanczos method, starting from the vector with components $\sqrt{k_i}$, gives the same elements to about $10^{-15}$. Converting the inputs to fractions removes the rounding error of the recursion, but not the uncertainty of the fit.

\section{What the ladder tells, and what it does not}

At $0.2$ W the reference line warms by $1.44$ K in $100$ ns and $8.51$ K in $1\ \mu$s; both networks agree with it to these digits. The steady rise is $14.5$ K. The networks differ inside. The Foster capacitors add up to $366$ nJ/K, the ladder's to $20.85$ and the stack's to $26.85$. After $200$ ns, $\sum CT$ divided by the heat supplied is $1.43$ for Foster, $0.971$ for the ladder and $0.988$ for the stack.

The first ladder capacitor is within about $1\,\%$ of the copper's capacity. The total falls short by $6$ nJ/K, although the heated node is reproduced well. Equation (\ref{moment}) shows how both can hold. For the continuous stack the sum becomes an integral, with $S$ falling linearly to zero through the oxide:
\begin{equation}
10.35\,(72.43)^2+16.50\,\frac{(71.43)^2}{3}\approx8.236\times10^4\ \mathrm{K\,ns/W}.
\end{equation}
The fit has $8.234\times10^4$. The heated node constrains this weighted sum closely and the unweighted total weakly.

Internal flows are correspondingly less accurate. After $200$ ns the fraction of the power reaching the sink is $0.046$ in the stack and $0.081$ in the ladder; in the Foster network it is $1$. Nor is $r_1=3.6$ K/W the interface resistance of $1.0$ K/W. A three-term fit, with largest relative deviation $0.26\,\%$, changes $c_1$ to $10.55$ nJ/K but $c_2$ from $1.27$ to $2.26$ nJ/K. Inner nodes are a coarse division of the path, and even that reading requires nearly one-dimensional heat flow and a good fit.

The ladder can nevertheless be extended. A bond of $10^{-7}$ m$^2$K/W under the oxide is $X=10$ K/W, added to $r_4$. With everything else fixed, the rise per watt at $100$ ns is $7.21$ K/W in both stack and ladder, against $17.21$ for the Foster chain. Over the fitted times the largest error is $0.47$ K/W for the ladder and $10.0$ K/W for Foster. This accuracy holds while $X$ is small beside the stack resistance. The ladder's error grows faster than $X$, to $1.8$ K/W at $X=30$ K/W and $7.6$ K/W, a relative error of up to $8\,\%$, at $X=100$ K/W.

The ladder's remaining error can be traced. Adding $X$ replaces $S_j$ by $S_j+X$, so (\ref{moment}) gains $2X\sum c_jS_j+X^2\sum c_j$. From the values above, $\sum c_jS_j$ is about $1280$ ns for the ladder and $10.35\times72.43+16.50\times71.43/2\approx1339$ ns for the stack. The gain is therefore too small by about $20\times59+100\times6\approx1.8\times10^3$ K\,ns/W. Integrated over time, the extended ladder warms too early, because it lacks capacity near the sink.

\section{Beside a real line}

The geometry resembles a wide test line, not a narrow signal wire. With copper resistivity $2.0\ \mu\Omega$\,cm, $0.2$ W requires $5.8$ MA/cm$^2$, high for continuous service, where limits are roughly of order $1$ MA/cm$^2$. Of the steady-state omissions estimated here, the largest is the silicon. For a uniformly heated strip of width $w$ and length $\ell$ on silicon of thickness $H$ with a cold back, a surface flux of wavenumber $q$ meets the impedance $\tanh(qH)/(k_{\rm Si}q)$. Summing over the strip's Fourier components, with $u=qw/2$, and averaging the temperature over its width gives
\begin{equation}
R_{\rm Si}=\frac1{\pi k_{\rm Si}\ell}\int_0^\infty
\Bigl(\frac{\sin u}{u}\Bigr)^2\tanh\Bigl(\frac{2uH}{w}\Bigr)\frac{du}{u}.
\end{equation}
For $k_{\rm Si}=140$ W/(m\,K) and $H=500\ \mu$m this is $12.9$ K/W, or $18\,\%$ of the stack resistance. The value is an upper estimate for this strip, because the integral leaves out heat spreading past the ends of the line; for the finite $1$ mm strip the value is $11.7$ K/W, or $16\,\%$. The silicon's contribution develops fully on the scale of $3$ ms, the diffusion time through the wafer, so a $10\ \mu$s fit contains only part of it. That part is not small: for power applied at the silicon surface, about a third develops within $1\ \mu$s and more than half within $10\ \mu$s. Sideways flow in the oxide acts the other way: a two-dimensional finite-volume solution for an isothermal strip gives $9\,\%$ more steady conductance. At fixed current, a resistivity coefficient of $0.004$ K$^{-1}$ gives feedback $0.004\times14.5=0.058$ and raises the steady rise by the factor $1/(1-0.058)$, about $6\,\%$. A buried line breaks the bare-surface assumption: $1\ \mu$m of oxide of equal area on top has a heat capacity of another $16.5$ nJ/K. It would store this capacity times its own mean rise, and so slow the transient.
